When Molten Solder Fills a Textured Pad Ahead of the Drop

A drop of molten solder rests on a metal pad whose surface carries a regular array of small pillars with flat tops and vertical walls. The solder may stay under the drop, or it may creep out between the pillars as a thin film. The problem is to find which happens when surface energy decides.

**Setting and notation.** The energies per area of the solid–vapour, solid–liquid and liquid–vapour interfaces are γ_SV, γ_SL and γ. The Young angle θ is measured through the liquid on a flat piece of the same solid, with 0 < θ < 90°. For a piece of pad much larger than the pillar spacing, r is the true solid area divided by the projected area, and f is the area of the pillar tops divided by the projected area. Thus r > 1 and 0 < f < 1. The pillar height is h. The solid is taken as uniform and rigid, contact-angle hysteresis is absent, and gravity is neglected until its size is estimated in part (g).

**(a) A straight liquid face runs from the top edge of a long ridge of height h down to the flat floor, which it meets a distance x ahead of the ridge. The pressure jump across the face is zero. Find the x of least energy and relate it to θ.**

Per unit length of ridge, the face has length √(h² + x²). A strip of floor of width x has changed from dry to wet. The part of the energy that depends on x is

E(x) = γ√(h² + x²) − (γ_SV − γ_SL)x.

Setting the derivative to zero gives

γx/√(h² + x²) = γ_SV − γ_SL.

The face makes an angle with the floor whose cosine is x/√(h² + x²). This is the contact angle θ, so

γ_SV − γ_SL = γ cos θ, x = h cot θ.

The second derivative, γh²/(h² + x²)^(3/2), is positive, so this is a minimum. The first relation is Young's relation. It turns every solid energy below into a multiple of γ. The second gives the reach of the liquid foot, which is needed in part (g).

**(b) The drop is so large that its pressure can be neglected. Find the energy change per projected area when liquid fills a dry texture level with the pillar tops and leaves the tops dry. When is the change negative?**

Consider a unit of projected area. The solid area is r, of which f stays dry, so the liquid wets r − f. Between the tops there is a new, flat liquid surface of area 1 − f. The energy change is therefore

Δe = (γ_SL − γ_SV)(r − f) + γ(1 − f).

Young's relation replaces the first bracket by −γ cos θ:

Δe = γ[(1 − f) − (r − f) cos θ].

Since r − f is positive, dividing by it keeps the direction of the inequality. The energy falls when

cos θ > cos θ_c = (1 − f)/(r − f).

Wetting the walls and floor must repay the cost of the new liquid surface. To read the limits, divide numerator and denominator by 1 − f:

cos θ_c = 1/[1 + (r − 1)/(1 − f)].

The wall area per area of open floor, (r − 1)/(1 − f), controls the result. If it tends to zero, θ_c tends to 0 and only a perfectly wetting liquid invades. If it grows without limit, θ_c tends to 90°. For any finite texture θ_c lies between these values.

This is an average over many pillars. It compares the start and end of an advance, not the energies in between, so a favourable sign does not by itself guarantee motion.

**(c) Part (b) assumed that the film stops level with the tops. Compare it with a film of lower level z and with a film that also covers the tops.**

For vertical walls, a film of level z wets the floor, of area 1 − f, and a fraction z/h of the walls, whose total area is r − 1. Its energy relative to the dry pad is

Δe(z) = γ{(1 − f) − [(1 − f) + (r − 1)z/h] cos θ}.

The derivative is −γ(r − 1) cos θ/h, which is negative for θ < 90°. The film therefore lowers its energy by rising to z = h, where the formula returns Δe of part (b).

If the tops are covered as well, the wetted solid area is r and the liquid surface has area 1:

Δe_cov = γ(1 − r cos θ).

The difference from the film with dry tops is

Δe_cov − Δe = γ[1 − r cos θ − 1 + f + (r − f) cos θ] = γf(1 − cos θ).

This is positive for θ > 0. Covering the tops replaces dry solid by wet solid, which lowers the energy by γ cos θ per area, but adds liquid surface, which costs γ. Among these uniform films, the one with dry tops is lowest.

**(d) A finite drop is under pressure, and the film takes liquid from it. How does this move the threshold?**

Let the drop be a spherical cap of base radius a, height H and volume V_c above the pillar tops. The texture under its base is full. Outside the base, the film covers a projected area A. The total liquid volume V is fixed:

V_c = V − h(1 − f)(πa² + A).

Relative to a dry pad, and with S the curved area of the cap, the energy is

F = γS(a, V_c) − γr cos θ πa² + AΔe.

For each A the base radius takes the value that minimises F, so ∂F/∂a = 0. A small change of a then contributes nothing to first order, and dF/dA follows by differentiating at fixed a. This needs ∂S/∂V_c. The geometry of a cap gives

S = π(a² + H²), V_c = πH(3a² + H²)/6.

At fixed a, dS/dH = 2πH and dV_c/dH = π(a² + H²)/2. Their ratio is

∂S/∂V_c = 4H/(a² + H²) = 2/R,

because the radius of curvature is R = (a² + H²)/(2H). Multiplied by γ, this is the drop pressure P = 2γ/R. Since ∂V_c/∂A = −h(1 − f),

dF/dA = Δe − Ph(1 − f).

Setting this to zero gives the threshold

cos θ = (1 − f)(1 − Ph/γ)/(r − f) = cos θ_c (1 − 2h/R).

The pressure pushes liquid into the texture and lowers the required cosine. The criterion of part (b) returns when R is much larger than h. The small curvature that the pressure gives to the film surface has been left out here.

**(e) The film has filled the whole pad, and a drop remains on top of it. What is the apparent contact angle of this drop?**

The texture is full everywhere, so moving the edge of the drop does not change the cap volume. Relative to the film alone, a cap of base area πa² adds its curved surface, removes film surface of area (1 − f)πa², and wets tops of area fπa²:

F = γ{π(a² + H²) − πa²[(1 − f) + f cos θ]}.

At fixed cap volume, the changes of a and H are tied by

πaH da + (π/2)(a² + H²) dH = 0, so dH/da = −2aH/(a² + H²).

The curved area then changes as

dS/da = 2πa + 2πH dH/da = 2πa(a² − H²)/(a² + H²).

The edge angle θ* of a spherical cap obeys tan(θ*/2) = H/a, so the last fraction is cos θ*. The condition dF/da = 0 becomes

cos θ* = 1 − f + f cos θ.

The drop meets its own liquid over a fraction 1 − f of its base, and this makes it flatter than on a smooth pad. For θ > 0 and f > 0 it still keeps a finite angle: filling the texture is not the same as spreading over the tops.

**(f) Take round pillars of diameter d on a square lattice of pitch p. Find the least height for invasion, then treat a solder ball of diameter 500 µm on a pad 1500 µm square. Use d = 10 µm, p = 20 µm, and heights of 10 µm and 2 µm. Rough values for a tin-based solder on fluxed copper near 250 °C are γ = 0.5 N/m, density 7300 kg/m³ and θ = 35°.**

Each cell of area p² has a top of area πd²/4 and a wall of area πdh, so

f = πd²/(4p²), r = 1 + πdh/p².

At the threshold, (r − f) cos θ = 1 − f. Writing r − f = (r − 1) + (1 − f) gives

r − 1 = (1 − f)(1/cos θ − 1).

Inserting r − 1 = πdh/p² gives the least height

h_c = (1 − f)(1/cos θ − 1)p²/(πd).

Both textures have f = 0.1963. For h = 10 µm, r = 1.7854 and

cos θ_c = 0.80365/1.58905 = 0.5057, θ_c = 59.6°.

The solder has cos θ = 0.8192, which exceeds this, so filling is favourable. The energy change is

Δe = 0.5 × (0.8037 − 1.5890 × 0.8192) J/m² ≈ −0.249 J/m².

For h = 2 µm, r = 1.1571, cos θ_c = 0.8365 and θ_c = 33.2°. Now Δe is about +0.008 J/m², so a level film fed by a large drop is not favourable. With d, p and θ held fixed, the change of sign lies at h_c = 2.26 µm.

The shallow case is close to balance. For an angle of 25° the least height is 1.06 µm, and for 45° it is 4.24 µm. An uncertainty of 10° in θ therefore decides the outcome at 2 µm.

For the taller texture, direct minimisation of the energy of cap plus film for this ball puts the threshold at cos θ = 0.4977, or 60.2°, with R = 1252 µm. Part (d) gives 0.5057 × (1 − 20/1252) = 0.4976, in agreement to the rounding. With 1000 times the liquid volume the minimisation gives 0.5050, close to the large-drop value. This second case only checks the formula: a real solder drop of that size, about 11 mm across, would be flattened by gravity, which is left out here.

If the film fills the whole pad, it holds

1500² × 10 × 0.8037 µm³ ≈ 0.0181 mm³.

The ball contains 0.0654 mm³, so about 28% of it goes into the texture. The remaining drop has

cos θ* = 0.8037 + 0.1963 × 0.8192 = 0.9645, θ* = 15.3°.

Numerical minimisation over the base radius gives the same angle. The drop is about 1.21 mm wide and 82 µm high, and it fits on the pad. The numerical output lists these values.

**(g) What could prevent the advance or change the threshold in a real solder joint?**

*Stalling between rows.* The front has to reach the next row before it can wet its walls. The two-dimensional foot of part (a) does so if

h cot θ ≥ p − d.

For h = 10 µm and θ = 35° the reach is 14.3 µm and the gap is 10 µm, so this estimate allows the step. At the same height it fails above 45°, although the energy criterion holds up to 59.6°. Between these angles the filled state is lower in energy than the dry pad, but the front may stall. At θ = 35°, the corresponding window of heights runs from 2.26 to 7.00 µm. These figures are optimistic for separate round pillars at zero pressure. Liquid in the gaps between pillars has no top edge to hold it, so the front pulls back and its reach is shorter than h cot θ. A reach only slightly larger than the gap therefore does not ensure the step.

*Flooding by pressure.* Drop pressure makes the film bulge upwards at the pillar edges, by a mean angle β. By symmetry, surface tension exerts no vertical force across the borders of a cell. The pressure on the open area is therefore held by tension along the pillar edge:

P(1 − f)p² = γπd sin β.

The line stays at the edge while β < θ, because it needs the angle θ to advance over the flat top. The unspread ball has P = 4γ/(500 µm) = 4000 Pa, which gives β = 4.7°, well below 35°. Numerical minimisation for a round cell of equal area gives 4.69°, against 4.70° from the formula. The tops therefore stay dry in this estimate.

The same pressure gives Ph/γ = 0.08 for the taller texture. For the shallow one it gives 0.016, which lowers the critical cosine from 0.8365 to about 0.823. This is still above 0.8192, so the predicted outcome does not change, but the margin is very small.

*Gravity.* A column of solder as high as the ball diameter adds a pressure whose product with h, divided by γ, is 7 × 10⁻⁴. This is negligible beside the terms of order one in Δe/γ.

*Comparison with real pads.* The solder values are rough but typical. The regular pillars are a deliberate texture: an ordinary pad has irregular roughness, often without flat tops, and f is then not fixed by geometry alone. The assumption that copper breaks most clearly is that of an inert solid, because tin reacts with it to form an intermetallic compound. Suppose a layer 1 µm thick grows outwards on the walls and floor, while the dry tops keep their height. The pillars become wider and the spaces shallower, and θ_c moves from 59.6° to 62.7°. This geometric change is modest.

The energy of the reaction is a larger matter. With rough values of 7 kJ released per mole of atoms and a volume of 11 cm³ per mole of atoms, a compound layer of thickness t releases an energy per area equal to γ when

t = 0.5 × 1.1 × 10⁻⁵/(7 × 10³) m ≈ 0.8 nm.

A layer a few atoms thick could thus matter as much as the surface energies, if its energy acts at the moving contact line. Whether it does is outside this model. The angle used in the criterion should therefore be an effective one, measured for the same solder, flux, surface and temperature, and not one taken from an unreactive solid. If that angle changes during heating, the predicted outcome can change with it.

For a pad meant to draw solder outwards, the design condition is thus twofold within this model: cos θ must exceed (1 − f)/(r − f) with a margin for the spread in θ, and the pillars should stand close enough for the foot to reach the next row with a clear margin. For a pad meant to keep its solder under the joint, failure of the energy criterion, including the pressure correction, removes the drive for a level film. For θ below 45°, collars of solder around the pillar feet can still have lower energy than the dry pad. For the texture of part (f) at θ = 35° they reach only about 2 µm across the 10 µm gap and stay separate. For pillars that nearly touch, with d above about 0.95p, neighbouring collars can overlap even when the level film is unfavourable, so there failure of the criterion does not by itself keep the solder under the joint.

Computed values

```
Surface tension (rough): 0.50 N/m
Solder density (rough): 7300 kg/m3
Young angle (rough): 35.0 deg
cos of Young angle: 0.8192
Pillar diameter: 10.0 um
Pillar pitch: 20.0 um
Pillar height, main texture: 10.0 um
Pillar height, shallow texture: 2.0 um
Ball diameter: 500 um
Pad side: 1500 um
Dry-top fraction f: 0.1963
Roughness r, main: 1.7854
Roughness r, shallow: 1.1571
Critical cosine, main: 0.5057
Critical angle, main: 59.62 deg
Critical cosine, shallow: 0.8365
Critical angle, shallow: 33.23 deg
Critical cosine shift, 1000 to 4000 polygon sides: 7.6e-07
Energy change, main: -249.0 mJ/m2
Energy change, shallow: 8.3 mJ/m2
Cost of flooding tops: 17.8 mJ/m2
Least height at 25 deg: 1.06 um
Least height at 35 deg: 2.26 um
Least height at 45 deg: 4.24 um
Finite-drop critical cosine, ball: 0.49766
Finite-drop critical angle, ball: 60.15 deg
Cap curvature radius at that threshold: 1252 um
Critical cosine, 1000 times the volume: 0.50497
Ball volume: 0.0654 mm3
Solder in pad texture: 0.0181 mm3
Share of ball drained: 27.6 %
Apparent angle on film, formula: 15.31 deg
Apparent angle on film, minimised: 15.31 deg
Base diameter of remaining drop: 1213 um
Height of remaining drop: 81.5 um
Gap to next pillar row: 10.0 um
Foot reach, main texture: 14.28 um
Largest angle for foot to reach next row: 45.0 deg
Least height for foot to reach next row: 7.00 um
Unspread-ball pressure: 4000 Pa
Unspread-ball pressure times height / gamma: 0.0800
Film bulge at pillar edge, formula: 4.70 deg
Film bulge at pillar edge, minimised: 4.69 deg
Gravity: density*g*ball diameter*height/gamma: 7.2e-04
Compound layer thickness (rough): 1.0 um
Critical angle with compound layer: 62.73 deg
Compound formation energy size (rough): 7 kJ/mol atoms
Compound molar volume (rough): 11 cm3/mol atoms
Compound thickness with energy equal to gamma: 0.79 nm
```
